# Conjugate Gradients for a Poisson Problem with the Source at One End

## The problem

Two grounded plates stand at $z=0$ and $z=L$. Between them, close to the left plate, lies a uniformly charged sheet. The potential $\varphi(z)$ obeys, in Hartree atomic units,

$$-\varphi''(z)=4\pi\rho(z),\qquad \varphi(0)=\varphi(L)=0 .$$

Put $N$ interior grid points at $z_j=jh$, with $L=(N+1)h$, and let the sheet, of charge $\sigma$ per unit area, sit on point 1. Spread over one grid spacing it has the density $\rho_1=\sigma/h$. With the three-point formula for the second derivative, multiplication by $h^2$ gives

$$2\varphi_j-\varphi_{j-1}-\varphi_{j+1}=s\,\delta_{j1},\qquad s=4\pi h\sigma,\qquad \varphi_0=\varphi_{N+1}=0 .$$

Divide by $s$ and write $x=\varphi/s$. The system is $Ax=b$, where $A$ has 2 on the diagonal and $-1$ on the two neighbouring diagonals, and $b=u_1$. Here $u_m$ is the vector with 1 at point $m$ and 0 elsewhere.

The system is solved by conjugate gradients (CG) without a preconditioner, from $x_0=0$. With $r_0=p_0=b$, each step computes

$$\alpha_k=\frac{r_k\cdot r_k}{p_k\cdot Ap_k},\quad x_{k+1}=x_k+\alpha_kp_k,\quad r_{k+1}=r_k-\alpha_kAp_k,$$

$$\beta_k=\frac{r_{k+1}\cdot r_{k+1}}{r_k\cdot r_k},\quad p_{k+1}=r_{k+1}+\beta_kp_k ,$$

and the run ends when the residual $r_k=b-Ax_k$ vanishes. A subscript on a vector counts steps; its value at grid point $j$ is written $x_k(j)$.

On a grid with $N=200$, the relative residual $|r_k|/|b|$ first falls below the tolerance 0.015 at step 66, where it is 0.0149.

1. Is the potential at step 66 accurate to about 1.5% of its largest value?
2. How many steps does the exact solution take, in exact arithmetic?

## A tempting answer, which is wrong

The residual measures how badly the equation is violated. The equation is linear, so a violation of 1.5% of the source should mean an error of about 1.5% in the potential. The run may stop at step 66, and since this is well below 200, the size of the grid seems to play no great part in the number of steps.

## Where it fails

Look at where the iterate can be nonzero. The first search direction is $u_1$, which occupies point 1. Multiplication by $A$ couples each point to its nearest neighbours, so it extends the occupied region by at most one point. If $r_k$ and $p_k$ occupy at most points 1 to $k+1$, then $r_{k+1}$ and $p_{k+1}$ occupy at most points 1 to $k+2$. The iterate $x_k$ is a combination of $p_0,\dots,p_{k-1}$, and therefore

$$x_k(j)=0\quad\text{for } j>k .$$

At step 66 the last 134 points still hold their starting value, zero.

The true potential is not zero there. Away from the source, $2x(j)=x(j-1)+x(j+1)$, so the solution is a straight line that reaches zero at point $N+1$: $x(j)=c\,(N+1-j)$ for $j\ge1$. The equation at point 1, with $x(0)=0$, fixes the constant:

$$2cN-c(N-1)=c(N+1)=1,\qquad x(j)=1-\frac{j}{N+1}\quad(1\le j\le N).$$

There is no other solution, because for any vector $v$

$$v\cdot Av=v(1)^2+v(N)^2+\sum_{j=1}^{N-1}[v(j+1)-v(j)]^2,$$

which is positive unless $v=0$.

At point 67 the iterate is zero while the solution is $1-67/201=0.667$. The largest value of the solution is $x(1)=200/201$, so the error is 67% of the largest potential. The faulty step is the claim that a small relative residual implies an equally small relative error. The error is $A^{-1}r_k$, and $A^{-1}$ can magnify a vector greatly.

The same observation gives a lower bound for the second question. Since $x(N)=1/(N+1)$ is nonzero, and $x_k(N)=0$ for $k<N$, the exact solution cannot appear before step $N$. It remains to show that it does appear at step $N$.

## The right solution

The CG recursion can be carried out by hand. The claim, for $0\le k\le N-1$, is

$$r_k=\frac{u_{k+1}}{k+1},\qquad p_k(j)=\begin{cases}\dfrac{j}{(k+1)^2}, & j\le k+1,\\[2mm] 0, & j>k+1.\end{cases}$$

For $k=0$ both expressions give $u_1$, as required. Suppose they hold for some $k$, and form $Ap_k$.

- At points $j\le k$ the direction is linear, and $2j-(j-1)-(j+1)=0$. Point 1 is no exception, since the line passes through zero at $j=0$.
- At point $k+1$ the right neighbour is zero, so the entry is $[2(k+1)-k]/(k+1)^2=(k+2)/(k+1)^2$.
- At point $k+2$, if it belongs to the grid, the entry is $-p_k(k+1)=-1/(k+1)$.

Because $p_k$ vanishes at point $k+2$, only point $k+1$ contributes to the scalar product:

$$p_k\cdot Ap_k=\frac{1}{k+1}\cdot\frac{k+2}{(k+1)^2}=\frac{k+2}{(k+1)^3}.$$

With $r_k\cdot r_k=1/(k+1)^2$ the step length is

$$\alpha_k=\frac{1}{(k+1)^2}\cdot\frac{(k+1)^3}{k+2}=\frac{k+1}{k+2}.$$

The new residual at point $k+1$ is

$$\frac1{k+1}-\frac{k+1}{k+2}\cdot\frac{k+2}{(k+1)^2}=0 ,$$

and at point $k+2$ it is

$$0+\frac{k+1}{k+2}\cdot\frac1{k+1}=\frac1{k+2}.$$

So $r_{k+1}=u_{k+2}/(k+2)$, as claimed, provided that point $k+2$ is on the grid. Then $\beta_k=(k+1)^2/(k+2)^2$, and for $j\le k+1$

$$p_{k+1}(j)=0+\frac{(k+1)^2}{(k+2)^2}\cdot\frac{j}{(k+1)^2}=\frac{j}{(k+2)^2}.$$

At point $k+2$ the old direction is zero and the residual supplies $1/(k+2)=(k+2)/(k+2)^2$, which fits the same line. The induction is complete.

For $k=N-1$ the point $k+2=N+1$ is the grounded plate, where there is no equation to violate. The residual at point $N$ is cancelled and no new one is created, so $r_N=0$. CG ends in exactly $N$ steps.

### What the iterate means

For $i\ge j-1$, the update made from direction $p_i$ contributes at point $j$

$$\alpha_ip_i(j)=\frac{i+1}{i+2}\cdot\frac{j}{(i+1)^2}=\frac{j}{(i+1)(i+2)}=j\left(\frac1{i+1}-\frac1{i+2}\right).$$

Earlier directions do not reach point $j$. The sum from $i=j-1$ to $k-1$ telescopes:

$$x_k(j)=j\left(\frac1j-\frac1{k+1}\right)=1-\frac{j}{k+1}\qquad(j\le k).$$

This is the solution found above with $N$ replaced by $k$. After $k$ steps CG has the exact potential of a different device, whose right plate stands at point $k+1$. Each further step moves that plate one grid point to the right.

The residual has a physical meaning too. For $k<N$, $Ax_k=b-r_k=u_1-u_{k+1}/(k+1)$. The iterate is thus the potential of the sheet together with a charge $-\sigma/(k+1)$ per unit area at point $k+1$, which is the charge induced on the displaced plate. It becomes small as the plate recedes from the sheet. Its effect on the potential need not be small. As the next section shows, the error at point $k+1$ is $(N-k)/(N+1)$, which is the residual $1/(k+1)$ multiplied by $(k+1)(N-k)/(N+1)$. This factor is large when point $k+1$ is far from both grounded plates; at step 66 with $N=200$ it is about 45.

### How large the error is

The error $d_k=x-x_k$ obeys $Ad_k=r_k$. For $k<N$, subtraction of the two straight lines gives, for $j\le k$,

$$d_k(j)=j\left(\frac1{k+1}-\frac1{N+1}\right)=\frac{j\,(N-k)}{(k+1)(N+1)},$$

which grows with $j$. For $j>k$ the error is the solution itself, $1-j/(N+1)$, which falls with $j$. At $j=k+1$ both expressions equal $(N-k)/(N+1)$, so this is the peak. In terms of the potential,

$$\max_j|\varphi(j)-\varphi_k(j)|=s\,\frac{N-k}{N+1},\qquad \frac{|r_k|}{|b|}=\frac1{k+1}\quad(k<N).$$

Relative to the largest potential, $sN/(N+1)$, the error is $1-k/N$. An accuracy $\epsilon$ in this sense needs $k\ge N(1-\epsilon)$ steps. For $N=200$ and $\epsilon=0.015$ that is 197 steps, where the residual test would have stopped at 66. The step at which the residual meets a fixed tolerance does not depend on $N$, provided $N$ is larger than that step; the number of steps needed for a fixed accuracy grows in proportion to $N$.

CG is not wasting its steps. For $k<N$ its residual lies on point $k+1$, so $r_k\cdot w=0$ for every $w$ confined to points 1 to $k$. Let $y$ be any vector so confined, and put $w=x_k-y$. Then

$$(x-y)\cdot A(x-y)=d_k\cdot Ad_k+2w\cdot Ad_k+w\cdot Aw=d_k\cdot Ad_k+w\cdot Aw,$$

since $w\cdot Ad_k=w\cdot r_k=0$. No vector on the first $k$ points has a smaller energy error $d\cdot Ad$. Its value is

$$d_k\cdot Ad_k=d_k\cdot r_k=\frac{N-k}{(k+1)(N+1)},$$

and division by $x\cdot Ax=x\cdot b=x(1)=N/(N+1)$ gives the relative value $(N-k)/[N(k+1)]$.

## Would MINRES be faster?

After $k$ steps from zero, MINRES has the vector $y$ with the smallest $|b-Ay|$ in the space spanned by $b,Ab,\dots,A^{k-1}b$. Each multiplication by $A$ adds one new point with a nonzero entry, so this space consists of all vectors on points 1 to $k$. The front is therefore the same as for CG.

Let $k<N$. At the minimum the residual $r$ is orthogonal to $Au_1,\dots,Au_k$, which means

$$2r(j)-r(j-1)-r(j+1)=0\quad(1\le j\le k),\qquad r(0)=0 .$$

Hence $r(j)=cj$ on points 1 to $k+1$, and $r=0$ beyond, where neither $b$ nor $Ay$ reaches. Since $r\cdot Ay=0$, we have $r\cdot r=r\cdot b=r(1)=c$. Also $r\cdot r=c^2\sum_{j=1}^{k+1}j^2$. Therefore $c=1/\sum j^2$, and

$$\frac{|r|}{|b|}=\sqrt c=\left[\frac{6}{(k+1)(k+2)(2k+3)}\right]^{1/2}.$$

This is smaller than the CG residual for $1\le k<N$, but it is not zero. At $k=N$ the space contains every vector, and the residual vanishes. MINRES also takes $N$ steps. Its smaller residual meets a given tolerance no later than CG does. For $N=200$ and the tolerance 0.015 the formula gives 0.0152 at step 22 and 0.0143 at step 23, so MINRES would stop at step 23 instead of 66, with 177 points still empty.

## A small grid in numbers

Take $N=9$, $h=1$ bohr and $\sigma=0.01\,e/\text{bohr}^2$. Then $s=4\pi\times1\times0.01=0.12566$ hartree/$e$.

After three steps the formula gives $\varphi(1)=\tfrac34s=0.0942$, $\varphi(2)=\tfrac12s=0.0628$ and $\varphi(3)=\tfrac14s=0.0314$ hartree/$e$, with zeros on points 4 to 9. The largest error is at point 4, where the solution is $\tfrac{6}{10}s=0.0754$ hartree/$e$. The different measures at this stage are:

- relative residual of CG: $1/4=0.25$;
- relative residual of MINRES: $[6/(4\cdot5\cdot9)]^{1/2}=0.183$;
- largest CG error relative to the largest potential: $6/9=0.67$;
- relative energy error $d\cdot Ad/(x\cdot Ax)$ of CG: $6/(9\cdot4)=0.167$.

After eight steps point 9 is still at zero, and the CG residual is $1/9=0.111$. The ninth step removes it altogether. The potential at the sheet is then $\tfrac9{10}s=0.1131$ hartree/$e$, or 3.08 V, and at point 9 it is $\tfrac1{10}s=0.0126$ hartree/$e$.

These values are also those of the continuous problem. There the potential is linear on each side of the sheet and its slope drops by $4\pi\sigma$ across it. The grid equation at point 1, divided by $h$, states the same condition.

The numerical check checks the zeros and the step count in exact fractions. In its floating-point run with $N=200$ the relative residual is 0.005 at step 199 and about $10^{-14}$ at step 200, which is rounding error.

## When the count changes

The result depends on the zero start, the end source, the nearest-neighbour matrix and the absence of a preconditioner. A run started from the exact solution needs no steps. With $A^{-1}$ as preconditioner, the first direction is $A^{-1}b=x$, and one step suffices. Not every preconditioner helps: the diagonal of $A$ is a multiple of the identity, so diagonal preconditioning leaves the iterates unchanged and still takes $N$ steps.

Now move the source to the centre of a grid with odd $N$, at point $m=(N+1)/2$. The front spreads both ways and reaches the end points at step $m$. The solution falls linearly from the source to each plate and is nonzero at the end points, so at least $m$ steps are needed. For the example with $N=9$ the exact run takes $m=5$ steps, so here the bound is attained.

A wider stencil shows the limit of the front argument. The five-point formula, with entries 30, $-16$ and 1 (divided by 12) and simply cut off at the ends, moves the front two points per step after the first, so that $x_k$ reaches point $2k-1$. For $N=9$ and the source at point 1, the front reaches the last point at step 5, yet the exact run takes 9 steps. Reaching every point where the solution is nonzero is necessary for the exact solution, but it is not sufficient. In the three-point problem with the source at point 1 the two coincide because, as the induction showed, the iterate $x_k$ solves the grid equations on points 1 to $k$ with the plate placed at point $k+1$, and for $k=N$ this is the full problem.

## Numbers as computed

```
Grid points N = 9; spacing h = 1.0 bohr; L = 10.0 bohr
Sheet density sigma = 0.010 e/bohr^2
Source strength s = 0.125664 hartree/e
Potential at points 1..N (hartree/e):
 k=1: 0.06283 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=2: 0.08378 0.04189 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=3: 0.09425 0.06283 0.03142 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=6: 0.10771 0.08976 0.07181 0.05386 0.03590 0.01795 0.00000 0.00000 0.00000
 k=8: 0.11170 0.09774 0.08378 0.06981 0.05585 0.04189 0.02793 0.01396 0.00000
 k=9: 0.11310 0.10053 0.08796 0.07540 0.06283 0.05027 0.03770 0.02513 0.01257
Final potential at point 1 = 0.113097 hartree/e = 3.0775 V
Final potential at point N = 0.012566 hartree/e
Columns: k, last filled point, CG relative residual,
 MINRES relative residual, max potential error (hartree/e),
 squared relative energy-norm error
 0 0 1.00000 1.00000 0.11310 1.00000
 1 1 0.50000 0.44721 0.10053 0.44444
 2 2 0.33333 0.26726 0.08796 0.25926
 3 3 0.25000 0.18257 0.07540 0.16667
 4 4 0.20000 0.13484 0.06283 0.11111
 5 5 0.16667 0.10483 0.05027 0.07407
 6 6 0.14286 0.08452 0.03770 0.04762
 7 7 0.12500 0.07001 0.02513 0.02778
 8 8 0.11111 0.05923 0.01257 0.01235
 9 9 0.00000 0.00000 0.00000 0.00000
First CG coefficients alpha: 1/2, 2/3, 3/4, 4/5
First CG coefficients beta: 1/4, 4/9, 9/16
Exact CG steps, source at end: 9
Exact CG steps, source at centre (point 5): 5
Five-point stencil: front bound 5 steps, actual 9 steps
Large run: N = 200, relative residual tolerance = 0.015
 tolerance met at step 66, residual 0.01493
 points still exactly zero there: 134
 max potential error there: 0.6667 (units of s)
 relative residual at step 199: 0.005000
 true relative residual at step 200: 8.2e-15
```
